# Decay of a high-frequency local mode into several lattice phonons: test program

```python
"""Decay of a high-frequency local mode into three lattice phonons.

Result under test: for V = K Q u^3 / 6 the energy relaxation rate is
  Gamma(T) = Gamma(0) <R>,
  R = prod(1+n_i) - prod(n_i) = 2 sinh(X/2) / prod(2 sinh(x_i/2)),
with x_i = hbar w_i/kT, X = sum x_i, and Gamma(0) in closed form for a
Debye lattice whose cutoff w_max obeys 2 w_max < w_loc < 3 w_max.
Q: local coordinate (mass m_loc, frequency w_loc); u: host displacement
(mass M) with one-phonon weight g(w) = 3 hbar w / (2 M w_max^3);
n_i: Bose occupation; K: effective quartic coupling.
Frequencies are in cm^-1 unless a function is given other units.
"""
import itertools
import math
import numpy as np
from scipy import constants as sc
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import expm_multiply

RAD = 2 * np.pi * sc.c * 100            # rad/s per cm^-1
KB = sc.k / (sc.h * sc.c * 100)         # cm^-1 per K
W_LOC, W_MAX = 1140.0, 520.0            # cm^-1
MASS_LOC, MASS_HOST = 16.0, 28.0        # atomic mass units
K_EV_NM4 = 1.0e7                        # eV/nm^4
LENGTH_NM = 0.02                        # ratio of successive derivatives


def bose(w, temp):
    return 1 / np.expm1(w / (KB * temp))


def stimulated(freqs, temp):
    """Hyperbolic form of R; the last axis runs over the phonons."""
    x = np.asarray(freqs) / (KB * temp)
    return 2 * np.sinh(x.sum(-1) / 2) / np.prod(2 * np.sinh(x / 2), axis=-1)


def phase_space(w_loc, w_max):
    """Integral of w1 w2 w3 delta(w_loc - w1 - w2 - w3) below the cutoff."""
    y = 3 * w_max - w_loc
    assert 0 <= y <= w_max
    return (w_max**3 * y**2 / 2 - w_max**2 * y**3 / 2
            + w_max * y**4 / 8 - y**5 / 120)


def rate_zero(coupling, m_loc, m_host, w_loc, w_max, hbar):
    """Closed-form zero-temperature rate in any consistent units."""
    a0_sq = hbar / (2 * m_loc * w_loc)
    slope = 3 * hbar / (2 * m_host * w_max**3)
    return (np.pi * coupling**2 * a0_sq * slope**3
            * phase_space(w_loc, w_max) / (3 * hbar**2))


def mean_factor(temp, points=40):
    """R averaged over the zero-temperature decay spectrum."""
    z, wt = np.polynomial.legendre.leggauss(points)
    z, wt = (z + 1) / 2, wt / 2
    p, q = np.meshgrid(z, z, indexing="ij")
    y = 3 * W_MAX - W_LOC
    e1, e2 = y * p, y * (1 - p) * q
    w = np.stack([W_MAX - e1, W_MAX - e2, W_MAX - (y - e1 - e2)], axis=-1)
    weight = np.outer(wt, wt) * (1 - p) * np.prod(w, axis=-1)
    return np.sum(weight * stimulated(w, temp)) / np.sum(weight)


# Full thermal correlation function: emission and absorption together
NODES, WEIGHTS = np.polynomial.legendre.leggauss(800)
BAND, BAND_WT = NODES * W_MAX, WEIGHTS * W_MAX
DT = 2 * np.pi / (8 * W_MAX)
TIMES = DT * np.arange(764)
PHASES = np.exp(-1j * np.outer(TIMES, BAND))


def thermal_weight(temp):
    return BAND / (-np.expm1(-BAND / (KB * temp)))


def correlation_spectrum(order, target, temp):
    corr = PHASES @ (BAND_WT * thermal_weight(temp))
    terms = np.exp(1j * target * TIMES) * corr**order
    terms[0] /= 2
    return DT / np.pi * terms.sum().real


def net_spectrum(order, temp):
    return (correlation_spectrum(order, W_LOC, temp)
            - correlation_spectrum(order, -W_LOC, temp))


# Matrix elements from explicit Fock-space operators (hbar = 1)
dims = (3, 4, 4, 4, 5)                  # local, three phonons, virtual


def quadrature(position):
    out = np.eye(1)
    for i, d in enumerate(dims):
        low = np.diag(np.sqrt(np.arange(1.0, d)), 1)
        out = np.kron(out, low + low.T if i == position else np.eye(d))
    return csr_matrix(out)


ops = [quadrature(i) for i in range(5)]
amps = [0.7, 0.5, 0.9]
host_u = sum(a * op for a, op in zip(amps, ops[1:4]))
mode_w = np.array([2.2, 0.9, 0.7, 0.6, 0.8])
energy = np.tensordot(mode_w, np.indices(dims).reshape(5, -1), axes=1)
c_a, c_b = 0.3, 0.4


def cubic(vec):
    return (c_a * (ops[0] @ (ops[1] @ (ops[4] @ vec)))
            + c_b * (ops[4] @ (ops[2] @ (ops[3] @ vec))))


for occ in [(0, 0, 0, 0), (1, 2, 0, 2), (2, 1, 1, 3)]:
    n = np.array(occ[:3])
    start, end = np.zeros(energy.size), np.zeros(energy.size)
    i0 = np.ravel_multi_index((1,) + occ, dims)
    start[i0] = 1
    end[np.ravel_multi_index((0, *(n + 1), occ[3]), dims)] = 1
    direct = end @ (ops[0] @ (host_u @ (host_u @ (host_u @ start)))) / 6
    boson = math.sqrt(np.prod(n + 1))
    assert abs(direct - np.prod(amps) * boson) < 1e-10
    product = cubic(end) * cubic(start)
    use = np.abs(product) > 1e-12
    second = np.sum(product[use] / (energy[i0] - energy[use]))
    w_ex, nu = mode_w[0] - mode_w[1], mode_w[4]
    expected = c_a * c_b * boson * 2 * nu / (w_ex**2 - nu**2)
    assert abs(second - expected) < 1e-10

# Absolute rate from unitary evolution (hbar = masses = cutoff = 1)
ratio = W_LOC / W_MAX
gamma_test = 0.01
k_test = math.sqrt(gamma_test / rate_zero(1, 1, 1, ratio, 1, 1))
z, wt = np.polynomial.legendre.leggauss(40)
w_k = (z + 1) / 2
a_k = np.sqrt(wt / 2 * 1.5 * w_k)
triples = np.array(list(itertools.combinations_with_replacement(
    range(40), 3)))
same = ((triples[:, 0] == triples[:, 1]).astype(int)
        + (triples[:, 1] == triples[:, 2]))
symmetry = np.array([1.0, 2.0, 6.0])[same]
link = (k_test * math.sqrt(1 / (2 * ratio))
        * np.prod(a_k[triples], axis=1) / np.sqrt(symmetry))
count = len(triples)
idx = np.arange(1, count + 1)
zero = np.zeros(count, dtype=int)
ham = csr_matrix((np.concatenate([link, link,
                                  w_k[triples].sum(1) - ratio]),
                  (np.concatenate([zero, idx, idx]),
                   np.concatenate([idx, zero, idx]))),
                 shape=(count + 1, count + 1))
psi = np.zeros(count + 1, dtype=complex)
psi[0] = 1
path = expm_multiply(-1j * ham, psi, start=0, stop=60, num=4)
survive = np.abs(path[:, 0])**2
gamma_seen = math.log(survive[1] / survive[3]) / 40
# corrections to the golden rule are of order gamma/cutoff = 1 percent
assert abs(gamma_seen / gamma_test - 1) < 0.04

# Thermal rate, detailed balance and closed difference channels
area = phase_space(W_LOC, W_MAX)
assert abs(correlation_spectrum(3, W_LOC, 10) / area - 1) < 1e-4
for temp in (150, 300, 600):
    assert abs(net_spectrum(3, temp) / (area * mean_factor(temp)) - 1) < 1e-4
up_down = (correlation_spectrum(3, -W_LOC, 600)
           / correlation_spectrum(3, W_LOC, 600))
assert abs(up_down / math.exp(-W_LOC / (KB * 600)) - 1) < 1e-3

# Identity, limits and spectrum-independent bounds of R
equal = np.full(3, W_LOC / 3)
corner = np.array([W_MAX, W_MAX, W_LOC - 2 * W_MAX])
rng = np.random.default_rng(4)
trial = rng.uniform(0, W_MAX, (20000, 2))
trial = np.column_stack([trial, W_LOC - trial.sum(1)])
trial = trial[(trial[:, 2] > 0) & (trial[:, 2] <= W_MAX)]
assert len(trial) > 1000
for temp in (77, 300, 600):
    occ_n = bose(trial, temp)
    r_def = np.prod(1 + occ_n, axis=1) - np.prod(occ_n, axis=1)
    assert np.allclose(r_def, stimulated(trial, temp), rtol=1e-9)
    assert r_def.min() >= stimulated(equal, temp) * (1 - 1e-9)
    assert r_def.max() <= stimulated(corner, temp) * (1 + 1e-9)
cold = (stimulated(equal, 60) - 1) / bose(equal, 60).sum()
assert abs(cold - 1) < 1e-3
hot = stimulated(corner, 1e5) * np.prod(corner) / (W_LOC * (KB * 1e5)**2)
assert abs(hot - 1) < 1e-3

# Energy and amplitude damping from the master equation
low = np.diag(np.sqrt(np.arange(1.0, 40)), 1)
coh = np.array([0.7**j / math.sqrt(math.factorial(j)) for j in range(40)])
rho = np.outer(coh, coh) / (coh @ coh)
down, up = 1.3, 0.4
drho = np.zeros_like(rho)
for g, op in ((down, low), (up, low.T)):
    num = op.T @ op
    drho += g * (op @ rho @ op.T - (num @ rho + rho @ num) / 2)
number = low.T @ low
d_n, n_now = np.trace(number @ drho), np.trace(number @ rho)
assert abs(d_n + (down - up) * n_now - up) < 1e-9
amp_rate = -np.trace(low @ drho) / np.trace(low @ rho)
assert abs(amp_rate - (down - up) / 2) < 1e-9

# A u^5/120 term shifts the u^3/6 coupling by half the variance of u
h, hw = np.polynomial.hermite_e.hermegauss(12)
he3 = h**3 - 3 * h
shift = np.sum(hw * h**5 / 120 * he3) / np.sum(hw * h**3 / 6 * he3)
assert abs(shift - 0.5) < 1e-10

# Worked example
u_kg = sc.atomic_mass
k_si = K_EV_NM4 * sc.e / 1e-36
m_loc, m_host = MASS_LOC * u_kg, MASS_HOST * u_kg
gamma0 = rate_zero(k_si, m_loc, m_host, W_LOC * RAD, W_MAX * RAD, sc.hbar)
a0_sq = sc.hbar / (2 * m_loc * W_LOC * RAD) * 1e18
host_scale = 3 * sc.hbar / (2 * m_host * W_MAX * RAD) * 1e18


def variance(temp):
    """Thermal mean square of u in nm^2."""
    return host_scale * np.sum(BAND_WT * thermal_weight(temp)) / W_MAX**2


print(f"local mode frequency: {W_LOC:.0f} cm^-1")
print(f"lattice cutoff: {W_MAX:.0f} cm^-1")
print(f"local mass: {MASS_LOC:.0f} u, host mass: {MASS_HOST:.0f} u")
print(f"effective coupling K: {K_EV_NM4:.1e} eV/nm^4")
print(f"least number of phonons: {math.ceil(W_LOC / W_MAX)}")
print(f"local zero-point mean square A0^2: {a0_sq:.3e} nm^2")
print(f"host zero-point mean square: {host_scale / 2:.3e} nm^2")
print(f"phase-space integral / cutoff^5: {area / W_MAX**5:.4f}")
print(f"rate at 0 K: {gamma0 * 1e-12:.4f} 1/ps")
print(f"lifetime at 0 K: {1e12 / gamma0:.2f} ps")
print(f"lifetime-limited full width at 0 K: {gamma0 / RAD:.3f} cm^-1")
for temp in (77, 150, 300, 450, 600):
    r = mean_factor(temp)
    print(f"{temp} K: R mean {r:.3f}, equal split "
          f"{stimulated(equal, temp):.3f}, upper bound "
          f"{stimulated(corner, temp):.3f}")
    print(f"{temp} K: rate {gamma0 * r * 1e-12:.4f} 1/ps, "
          f"lifetime {1e12 / (gamma0 * r):.2f} ps")
print(f"corner phonon of the upper bound: {corner[2]:.0f} cm^-1")
print(f"full width at 300 K: {gamma0 * mean_factor(300) / RAD:.3f} cm^-1")
print(f"evolution test, rate seen / golden rule: "
      f"{gamma_seen / gamma_test:.4f}")
print(f"discrete three-phonon states in that test: {count}")
print(f"derivative length L assumed: {LENGTH_NM:.2f} nm")
for temp in (77, 300, 600):
    four = (host_scale / (4 * LENGTH_NM**2) * net_spectrum(4, temp)
            / (net_spectrum(3, temp) * W_MAX**2))
    var = variance(temp)
    renorm = (1 + shift * var / LENGTH_NM**2)**2 - 1
    print(f"{temp} K: four-phonon / three-phonon rate {100 * four:.2f} %")
    print(f"{temp} K: host mean square {var:.3e} nm^2")
    print(f"{temp} K: rate change by coupling shift {100 * renorm:.1f} %")
    print(f"{temp} K: upward / downward rate "
          f"{math.exp(-W_LOC / (KB * temp)):.2e}")
soft = rate_zero(k_si, m_loc, m_host, W_LOC * RAD, 0.99 * W_MAX * RAD,
                 sc.hbar)
print(f"0 K rate change for cutoff 1 % lower: "
      f"{100 * (soft / gamma0 - 1):.1f} %")
print(f"rate / cutoff angular frequency at 300 K: "
      f"{gamma0 * mean_factor(300) / (W_MAX * RAD):.1e}")
print("checks complete")
```

Running it gives:

```
local mode frequency: 1140 cm^-1
lattice cutoff: 520 cm^-1
local mass: 16 u, host mass: 28 u
effective coupling K: 1.0e+07 eV/nm^4
least number of phonons: 3
local zero-point mean square A0^2: 9.242e-06 nm^2
host zero-point mean square: 1.737e-05 nm^2
phase-space integral / cutoff^5: 0.1131
rate at 0 K: 0.1081 1/ps
lifetime at 0 K: 9.25 ps
lifetime-limited full width at 0 K: 0.574 cm^-1
77 K: R mean 1.014, equal split 1.002, upper bound 1.183
77 K: rate 0.1095 1/ps, lifetime 9.13 ps
150 K: R mean 1.141, equal split 1.083, upper bound 1.644
150 K: rate 0.1233 1/ps, lifetime 8.11 ps
300 K: R mean 1.857, equal split 1.690, upper bound 3.106
300 K: rate 0.2007 1/ps, lifetime 4.98 ps
450 K: R mean 3.116, equal split 2.800, upper bound 5.419
450 K: rate 0.3367 1/ps, lifetime 2.97 ps
600 K: R mean 4.890, equal split 4.373, upper bound 8.636
600 K: rate 0.5284 1/ps, lifetime 1.89 ps
corner phonon of the upper bound: 100 cm^-1
full width at 300 K: 1.065 cm^-1
evolution test, rate seen / golden rule: 1.0081
discrete three-phonon states in that test: 11480
derivative length L assumed: 0.02 nm
77 K: four-phonon / three-phonon rate 0.84 %
77 K: host mean square 1.858e-05 nm^2
77 K: rate change by coupling shift 4.7 %
77 K: upward / downward rate 5.61e-10
300 K: four-phonon / three-phonon rate 2.65 %
300 K: host mean square 3.240e-05 nm^2
300 K: rate change by coupling shift 8.3 %
300 K: upward / downward rate 4.22e-03
600 K: four-phonon / three-phonon rate 5.26 %
600 K: host mean square 5.808e-05 nm^2
600 K: rate change by coupling shift 15.0 %
600 K: upward / downward rate 6.50e-02
0 K rate change for cutoff 1 % lower: 2.5 %
rate / cutoff angular frequency at 300 K: 2.0e-03
checks complete
```
